# Phonon transmission across a joint between light and heavy harmonic chains

## Question

I am trying to understand the elastic part of heat flow through a metal contact, starting with the simplest model I can think of. Two semi-infinite chains of atoms are joined end to end. The atoms have mass $m$ on the left and $4m$ on the right. All nearest-neighbour springs are equal, including the one at the joint. A phonon arrives from the light side. What fraction of its power is transmitted, as a function of frequency? In particular, what happens at very low frequency, and above the highest frequency that the heavy chain can carry?

I tried the acoustic formula $T=4Z_1Z_2/(Z_1+Z_2)^2$, taking $Z$ to be the atomic mass times the group velocity, divided by the atomic spacing. This predicts perfect transmission at one frequency close to the heavy chain's cutoff. I can't see why a mismatched joint should become transparent there. Is that real, and if not, what is wrong with my impedance?

## Answer

The transparency is not real. Your impedance has the right low-frequency limit, but at finite frequency it isn't the quantity that the joint matches. It is safest to start from Newton's law and return to impedances afterwards.

### Waves in each chain

Let atoms $n\le 0$ have mass $m$ and atoms $n\ge 1$ have mass $4m$. The displacement $u_n$ is along the chain and every spring has stiffness $K$. I write time as $\tau$ and use the time factor $e^{-i\omega\tau}$. In a uniform chain of atomic mass $M$,
$$
-M\omega^2u_n=K(u_{n+1}-u_n)+K(u_{n-1}-u_n).
$$
Inserting $u_n=e^{i\theta n}$, where $\theta$ is the phase advance per atom, gives
$$
M\omega^2=2K(1-\cos\theta)=4K\sin^2(\theta/2).
$$
The largest possible frequency is therefore $2\sqrt{K/M}$. For the heavy chain this is $\omega_h=\sqrt{K/m}$, and for the light chain it is $2\omega_h$. With $x=\omega/\omega_h$, the two phase advances obey
$$
\sin(\theta_1/2)=x/2,\qquad \sin(\theta_2/2)=x .
$$
For $0<\theta<\pi$ the frequency rises with $\theta$, so the group velocity is positive and $e^{i\theta n}$ carries energy to the right.

### Matching at the joint

First take $0<x<1$, where both chains carry waves. For unit incident amplitude,
$$
u_n=e^{i\theta_1n}+re^{-i\theta_1n}\quad(n\le0),\qquad
u_n=te^{i\theta_2n}\quad(n\ge1).
$$
There is no wave coming in from the far right.

Atom 0 has mass $m$ and springs $K$ on both sides, so its equation of motion is that of the uniform light chain. The left-hand expression satisfies that equation if it is continued to $n=1$. The actual $u_1$ must therefore equal the continued value. In the same way, the equation of atom 1 requires the right-hand expression, continued to $n=0$, to equal the actual $u_0$. Hence
$$
e^{i\theta_1}+re^{-i\theta_1}=te^{i\theta_2},\qquad 1+r=t .
$$
Substituting $r=t-1$ into the first condition gives
$$
e^{i\theta_1}-e^{-i\theta_1}=t\left(e^{i\theta_2}-e^{-i\theta_1}\right),
$$
and so
$$
t=\frac{2i\sin\theta_1}{e^{i\theta_2}-e^{-i\theta_1}} .
$$
Taking the factor $e^{i(\theta_2-\theta_1)/2}$ out of the denominator leaves $2i\sin[(\theta_1+\theta_2)/2]$, so that
$$
|t|^2=\frac{\sin^2\theta_1}{\sin^2[(\theta_1+\theta_2)/2]} .
$$

### From amplitude to power

The squared amplitude is not yet the transmission, because equal amplitudes carry different powers in the two chains. Atom $n$ pushes atom $n+1$ with force $F=K(u_n-u_{n+1})$, and atom $n+1$ has velocity $v=-i\omega u_{n+1}$. The time-averaged power passing to the right is
$$
P=\tfrac12\mathrm{Re}(F^*v)=\tfrac12\omega K\,\mathrm{Im}(u_n^*u_{n+1}).
$$
The term containing $|u_{n+1}|^2$ has dropped out because it is purely imaginary before the real part is taken. For a wave $Ae^{i\theta n}$ this gives $P=\tfrac12\omega K|A|^2\sin\theta$. Dividing transmitted by incident power,
$$
T=|t|^2\frac{\sin\theta_2}{\sin\theta_1}
=\frac{\sin\theta_1\sin\theta_2}{\sin^2[(\theta_1+\theta_2)/2]} .
$$

To express this through frequency, define
$$
c_1=\cos(\theta_1/2)=\sqrt{1-x^2/4},\qquad
c_2=\cos(\theta_2/2)=\sqrt{1-x^2}.
$$
The double-angle formula gives $\sin\theta_1=xc_1$ and $\sin\theta_2=2xc_2$. The addition formula gives
$$
\sin\frac{\theta_1+\theta_2}{2}=\frac{x}{2}c_2+c_1x=\frac{x}{2}(2c_1+c_2).
$$
The factors of $x$ cancel, leaving
$$
T=\frac{8c_1c_2}{(2c_1+c_2)^2},\qquad 0<x<1. \tag{1}
$$

On the left, the interference terms in $u_n^*u_{n+1}$ add up to a real number and carry no mean power. The net power there is $1-|r|^2$ times the incident power. In steady motion no bond or atom accumulates energy on average, so $1-|r|^2=T$. From (1),
$$
|r|^2=1-T=\left(\frac{2c_1-c_2}{2c_1+c_2}\right)^2 .
$$
Perfect transmission would need $4c_1^2=c_2^2$, that is, $4-x^2=1-x^2$, which is impossible. This model has no transparent frequency.

### The low-frequency limit and the approach to cutoff

As $x\to0$, both $c_1$ and $c_2$ tend to 1, so
$$
T\to\frac{8}{(2+1)^2}=\frac89 .
$$
This is a limit: at exactly zero frequency there is no travelling wave. The wavelength has become so long that the atomic structure no longer matters, and what remains is the mismatch between acoustic impedances $\sqrt{Km}$ and $\sqrt{4Km}$, which differ by a factor of 2.

For the behaviour in between, put $\rho=c_2/c_1$. Then
$$
T=\frac{8\rho}{(2+\rho)^2},\qquad
\frac{dT}{d\rho}=\frac{8(2-\rho)}{(2+\rho)^3},\qquad
\rho^2=\frac{4(1-x^2)}{4-x^2}=4-\frac{12}{4-x^2}.
$$
As $x$ goes from 0 to 1, $\rho$ falls from 1 to 0. The derivative $dT/d\rho$ is positive over that range, so $T$ falls steadily. At small $x$, $\rho\approx1-3x^2/8$ and $dT/d\rho=8/27$ at $\rho=1$, which gives
$$
T\approx\frac89-\frac{x^2}{9}.
$$
Just below cutoff $c_2\to0$ while $c_1\to\sqrt3/2$, so
$$
T\approx\frac{2c_2}{c_1}\approx\frac{4}{\sqrt3}\sqrt{1-x^2}.
$$
The square root makes the final drop steep. It comes from the heavy chain's group velocity, which vanishes at its cutoff.

### Above the heavy chain's cutoff

For $1<x<2$ the light chain still carries the incident wave, but $\sin(\theta_2/2)=x$ has no real solution. Write $\theta_2=\pi+i\kappa$ with $\kappa>0$. Then
$$
\sin\left(\frac{\pi}{2}+\frac{i\kappa}{2}\right)=\cosh\frac{\kappa}{2}=x,
\qquad e^{i\theta_2n}=(-1)^ne^{-\kappa n}.
$$
The positive sign of $\kappa$ selects the solution that decays into the heavy chain. Neighbouring heavy atoms move in opposite directions with shrinking amplitude. Their ratio $u_{n+1}/u_n=-e^{-\kappa}$ is real, so $\mathrm{Im}(u_n^*u_{n+1})=0$ and no mean power flows. Therefore
$$
T=0,\qquad |r|=1,\qquad 1<x<2 .
$$
At $x=1$ itself, $\sin\theta_2=0$ and again $T=0$. Above $x=2$ the question loses its meaning, because the light chain has no incident travelling wave.

### What went wrong with your impedance

An impedance formula works if force and velocity are quantities shared by both sides of the joint. The joint is a bond, so use the bond force and the mean velocity of its two atoms. For a right-moving wave,
$$
Z=\frac{K(u_n-u_{n+1})}{-i\omega(u_n+u_{n+1})/2}
=\frac{2iK}{\omega}\,\frac{1-e^{i\theta}}{1+e^{i\theta}}
=\frac{2K}{\omega}\tan\frac{\theta}{2}
=\frac{\sqrt{KM}}{\cos(\theta/2)} .
$$
The last step uses $\omega=2\sqrt{K/M}\sin(\theta/2)$. For a left-moving wave the sign of $Z$ is reversed.

The matching conditions say that both continued solutions give the same $u_0$ and $u_1$. They therefore agree on the joint's force $F$ and mean velocity $V$. Let the incident and reflected parts of $V$ be $a$ and $b$. Then
$$
F=Z_1(a-b)=Z_2(a+b),\qquad
\frac{b}{a}=\frac{Z_1-Z_2}{Z_1+Z_2},
$$
$$
T=1-\left|\frac{b}{a}\right|^2=\frac{4Z_1Z_2}{(Z_1+Z_2)^2}. \tag{2}
$$
With $Z_1=\sqrt{Km}/c_1$ and $Z_2=2\sqrt{Km}/c_2$, this reproduces (1). It also shows that transmission below the cutoff is the same from either side, since exchanging $Z_1$ and $Z_2$ changes nothing. The heavy chain's impedance grows without bound at its cutoff, so the mismatch gets worse there.

Your choice amounts to $\sqrt{KM}\cos(\theta/2)$, with the cosine upstairs. It correctly relates a wave's power to the squared velocity of a single atom, but the velocity of a single atom is not the one shared in (2). Your heavy-chain impedance falls towards zero at cutoff and on the way crosses that of the light chain, when
$$
c_1=2c_2,\qquad 1-\frac{x^2}{4}=4-4x^2,\qquad x^2=0.8 .
$$
There your formula gives $T=1$. The correct result has $\rho=1/2$, so $T=4/(2.5)^2=0.64$.

A direct simulation decides between them. I evolved a wave packet by Newton's equations on a chain of 900 light and 500 heavy atoms. It was centred at $x=0.894$, with a Gaussian amplitude spectrum of standard deviation 0.02 rad in $\theta_1$. After the collision, a fraction 0.6381 of the energy was in the heavy chain. Averaging (1) over the packet's energy spectrum also gives 0.6381.

### Numbers for a contact-like case

Take $m=28$ u, so the heavy mass is 112 u, and $K=50$ N/m. These are round values for illustration. The spring is of the order expected for a heavy metal, while silicon, whose atomic mass is used on the light side, is several times stiffer. In SI units $m=4.65\times10^{-26}$ kg, hence
$$
\omega_h=\sqrt{\frac{50}{4.65\times10^{-26}}}\ \mathrm{rad/s}
=3.28\times10^{13}\ \mathrm{rad/s}.
$$
Dividing by $2\pi$ gives a heavy-chain cutoff of 5.22 THz. The light-chain cutoff is 10.44 THz.

At 4 THz, $x=4/5.219=0.7664$, so $c_1=0.9237$ and $c_2=0.6424$. Then
$$
T=\frac{8(0.9237)(0.6424)}{(1.8474+0.6424)^2}=0.766,
$$
and the reflected fraction is 0.234. The squared amplitude $|t|^2=0.551$ is noticeably smaller than $T$, which shows why the power factor $\sin\theta_2/\sin\theta_1$ cannot be dropped.

| Frequency (THz) | $T$ |
|---|---|
| 1 | 0.885 |
| 2 | 0.870 |
| 3 | 0.839 |
| 4 | 0.766 |
| 5 | 0.483 |
| 6 | 0 |

The low-frequency value is a good guide over much of the heavy band, but not near its top. At 6 THz, $x=1.150$ and $\kappa=1.081$, so each heavy atom moves with 0.339 times the amplitude of the one before it. Here $|t|^2=2.63$, although $T=0$. There is no contradiction: $t=u_0$ is the displacement of the last light atom, which sits in a standing wave.

### If the joint spring is different

Real contacts need not have a joint as stiff as the materials beside it. Let its stiffness be $K'$, with all other springs still $K$. Let $L_1$ be the left solution continued to site 1 and $R_0$ the right solution continued to site 0. The equations of atoms 0 and 1 now require
$$
F=K'(u_0-u_1)=K(u_0-L_1)=K(R_0-u_1).
$$
The mean velocities built from the two continued solutions are
$$
V_L=-i\omega\left(u_0-\frac{F}{2K}\right),\qquad
V_R=-i\omega\left(u_1+\frac{F}{2K}\right).
$$
They differ by
$$
V_L-V_R=-i\omega\chi F,\qquad \chi=\frac1{K'}-\frac1K .
$$
Since $V_R=F/Z_2$, $V_L=a+b$ and $F=Z_1(a-b)$, we have
$$
a+b=YZ_1(a-b),\qquad Y=\frac1{Z_2}-i\omega\chi,\qquad
\frac ba=\frac{YZ_1-1}{YZ_1+1}.
$$
Using $|YZ_1+1|^2-|YZ_1-1|^2=4Z_1\mathrm{Re}\,Y$ and multiplying numerator and denominator by $Z_2^2$,
$$
T=\frac{4Z_1Z_2}{(Z_1+Z_2)^2+(\omega\chi Z_1Z_2)^2}. \tag{3}
$$
For fixed masses, $K$ and frequency below the heavy cutoff, $T$ is largest when $K'=K$. A softer or a stiffer joint lowers it. The extra term vanishes as $\omega\to0$, so the limit 8/9 survives for any nonzero $K'$. With $K'=K/2$ in our example, $T$ at 4 THz falls from 0.766 to 0.555.

### How far to trust this for a real contact

The chain is a model of elastic transmission, not a prediction of a contact's thermal conductance. Silicon has two atoms per primitive cell and vibrations up to roughly 15 THz, so the light chain's cutoff of 10.4 THz is low for it. The value 8/9 also rests on equal springs. If the light chain's springs are $g$ times stiffer, its acoustic impedance becomes $\sqrt{gKm}$ and the low-frequency limit is $8\sqrt g/(\sqrt g+2)^2$. This is 0.97 for $g=2$ and 0.995 for $g=3$, so a stiff light material can remove most of the long-wavelength mismatch. A real contact also breaks the assumption of normal incidence. In a cubic lattice with one displacement component per atom and equal springs in all directions, the sideways springs add the same restoring term on both sides, and the matching above is unchanged. At long wavelength and incidence angle $\beta$ from the light side, $\theta_1$ and $\theta_2$ are proportional to $\cos\beta$ and $\sqrt{4-\sin^2\beta}$, and
$$
T(\beta)=\frac{4\theta_1\theta_2}{(\theta_1+\theta_2)^2}.
$$
Averaged over the incident flux, with weight $2\sin\beta\cos\beta$, this gives 0.74 instead of 0.89.

The zero for $1<x<2$ holds at normal incidence. At oblique incidence the sideways springs raise the highest frequency the heavy side can carry, so some waves just above $\omega_h$ get through even in a harmonic lattice. The window is narrow. If the sideways restoring term is $QK$, the light side needs $Q<x^2$ and the heavy side needs $Q>4x^2-4$. Both hold only for $x^2<4/3$, that is, below 6.03 THz in our example. Above that frequency the harmonic transmission in this lattice is zero at every angle.

The zero is also a harmonic result. At 300 K the joint bond's root-mean-square stretch, from the quantum harmonic modes of the finite chain, is 0.0094 nm. For a Morse bond $D(1-e^{-\alpha s})^2$ with stretch $s$, the stiffness at $s=0$ is $2D\alpha^2$ and its slope is $-6D\alpha^3$, so the relative change is $-3\alpha s$ to first order. With a rough $\alpha=15$ nm$^{-1}$, this first-order estimate gives a root-mean-square change of 42%. That is large enough for higher orders to matter too.

To illustrate the leak, I let the joint stiffness alone oscillate at 2.5 THz with that strength, a relative amplitude of $\sqrt2\times0.424=0.60$. An incoming 6 THz wave then acquires, among others, a component at 3.5 THz, which the heavy chain can carry. Solving the coupled equations for these components gives a transmitted power of about 3% of the incident power. The modulation frequency was chosen, not derived from a thermal average, and the leak depends on it. The imposed modulation also does work on the chain, so the transmitted power need not all come from the incident wave. The figure illustrates how a joint stiffness that varies in time can send power into the heavy chain by changing the wave's frequency, but it is not an estimate for a real contact. Polarization conversion, disorder and the metal's electrons are left out and not sized here. The numerical output below lists the values used.

## Computed results

```
light mass m = 28.0 u
heavy mass 4m = 112.0 u
light mass m = 4.6495e-26 kg
spring K = 50.0 N/m
sqrt(K/m) = 3.2793e+13 rad/s
heavy-chain cutoff = 5.219 THz
light-chain cutoff = 10.438 THz
T at x = 0.001, joint equations = 0.888889
8/9 = 0.888889
T at 1 THz = 0.8847 (x = 0.1916)
T at 2 THz = 0.8704 (x = 0.3832)
T at 3 THz = 0.8389 (x = 0.5748)
T at 4 THz = 0.7658 (x = 0.7664)
T at 5 THz = 0.4827 (x = 0.9580)
T at 6 THz = 0.0000 (x = 1.1496)
4 THz: c1 = 0.9237, c2 = 0.6424
4 THz: theta1 = 0.7865 rad, theta2 = 1.7465 rad
4 THz: Z1 = 1.6507e-12 kg/s
4 THz: Z2 = 4.7472e-12 kg/s
4 THz: |t|^2 = 0.5506, reflected R = 0.2342
6 THz: kappa = 1.0808 per atom
6 THz: amplitude ratio per atom = -0.3393
6 THz: |t|^2 = 2.6311 (no mean power)
packet x = 0.3000: energy 0.877969, formula 0.877969
packet x = 0.8944: energy 0.638097, formula 0.638097
packet x = 1.3000: energy 0.000000, formula 0.000000
x^2 = 0.8: true T = 0.6400, wrong impedance 1.0000
half-stiff joint: T at 4 THz = 0.5553
angle-averaged long-wave T = 0.7407
temperature = 300 K
thermal energy kT = 25.85 meV
heavy-cutoff quantum = 21.58 meV
classical rms joint stretch = 0.00910 nm
quantum rms joint stretch = 0.00942 nm
Morse range parameter = 15.0 per nm (rough)
relative rms stiffness change = 0.424
modulation frequency = 2.5 THz
modulation depth = 0.599
leaked power at 6 THz / incident = 0.0327
```
